# Apparent Weibull slope of pooled wafers with scattered oxide lifetimes

## Problem

Capacitors with a thin SiO2 gate oxide are stressed at constant voltage until they break down. On any one wafer the surviving fraction at time \(t\) is

\[
S(t\mid\eta)=\exp\!\left[-\left(\frac{t}{\eta}\right)^{\beta}\right],\qquad \beta=2 .
\]

The slope \(\beta\) is the same on all wafers, but the characteristic lifetime \(\eta\) differs from wafer to wafer:

\[
\ln\eta=\ln\eta_0+X,\qquad \eta_0=100\ \text{s},
\]

where \(X\) is normal with mean 0 and standard deviation \(\sigma=0.5\). The logarithm is natural. Equal numbers of devices are taken from each of many wafers, all are run to failure, and the lifetimes are pooled. If the pool is described by a single Weibull law with the same mean and variance of \(\ln t\), what are its slope and characteristic lifetime? How far can that law be trusted at small failed fractions?

## A tempting solution

On one wafer the failed fraction at early times is

\[
1-\exp[-(t/\eta)^\beta]\approx (t/\eta)^\beta .
\]

Averaging over wafers requires the mean of \(\eta^{-\beta}=\eta_0^{-\beta}e^{-\beta X}\). For a normal variable of mean zero, \(E[e^{-\beta X}]=e^{\beta^2\sigma^2/2}\), so

\[
F(t)\approx\left(\frac{t}{\eta_0}\right)^{\beta}e^{\beta^2\sigma^2/2}
=\left(\frac{t}{\eta_*}\right)^{\beta},\qquad
\eta_*=\eta_0e^{-\beta\sigma^2/2}.
\]

This is the early part of a Weibull law with slope \(\beta\). The pool therefore seems to have slope 2, with a characteristic lifetime lowered to \(\eta_*=100\,e^{-0.25}=77.9\) s.

## Where it fails

The average is correct, and so is the early-time formula. The fault is the last inference, which extends a small-\(F\) approximation to the whole distribution. At \(t=\eta_0\), \((\eta_0/\eta_*)^\beta=e^{0.5}=1.65\), so the Weibull law with slope 2 and lifetime \(\eta_*\) gives a failed fraction \(1-e^{-1.65}=0.81\), whereas the pool has 0.62.

Define \(y=\ln(t/\eta_0)\) and \(U_y=e^{\beta(y-X)}\). The pooled survival is \(E[e^{-U_y}]\), whereas the tempting solution uses \(e^{-E[U_y]}\). The average of an exponential is not the exponential of the average.

The variance shows what has been lost. A Weibull law of slope 2 has the same variance of \(\ln t\) whatever its characteristic lifetime. The tempting answer thus gives the pool the spread of a single wafer, although the wafers are centred at different lifetimes.

## Solution by variance matching

**Spread on one wafer.** Let \(U=(t/\eta)^\beta\). Since \(P(U>u)=e^{-u}\), \(U\) is a unit exponential variable on every wafer and is independent of \(X\). Taking logarithms,

\[
\ln t=\ln\eta_0+X+\frac{1}{\beta}\ln U .
\]

The mean and variance of \(\ln U\) follow from

\[
E[e^{s\ln U}]=\int_0^\infty u^s e^{-u}\,du=\Gamma(1+s).
\]

The first and second derivatives of \(\ln\Gamma(1+s)\) at \(s=0\) are the mean and the variance. The product formula for the gamma function gives

\[
\ln\Gamma(1+s)=-\gamma_E s+\sum_{n=1}^{\infty}\left[\frac{s}{n}-\ln\!\left(1+\frac{s}{n}\right)\right],
\]

with \(\gamma_E=0.5772\) the Euler constant. Differentiating once and twice,

\[
\frac{d\ln\Gamma}{ds}=-\gamma_E+\sum_n\left[\frac1n-\frac1{n+s}\right],\qquad
\frac{d^2\ln\Gamma}{ds^2}=\sum_n\frac{1}{(n+s)^2}.
\]

At \(s=0\) the mean is \(-\gamma_E\) and the variance is \(\sum 1/n^2\). This sum follows from \(\sin(\pi s)/(\pi s)=\prod_n(1-s^2/n^2)\): the coefficients of \(s^2\) are \(-\pi^2/6\) on the left and \(-\sum 1/n^2\) on the right. Hence \(\mathrm{Var}(\ln U)=\pi^2/6\).

**Spread of the pool.** Because \(X\) and \(U\) are independent, their variances add:

\[
V=\sigma^2+\frac{\pi^2}{6\beta^2}=0.2500+0.4112=0.6612 .
\]

**Matched slope.** A single Weibull law of slope \(b\) has log variance \(\pi^2/(6b^2)\). Setting this equal to \(V\) and multiplying by \(6/\pi^2\),

\[
\frac{1}{b^2}=\frac{1}{\beta^2}+\frac{6\sigma^2}{\pi^2}
\quad\Longrightarrow\quad
b=\frac{\beta}{\sqrt{1+6\beta^2\sigma^2/\pi^2}} .
\]

Here \(\beta^2\sigma^2=1\), so

\[
b=\frac{2}{\sqrt{1+0.6079}}=1.577\approx1.58 .
\]

**Matched characteristic lifetime.** The pool has mean log-lifetime \(\ln\eta_0-\gamma_E/\beta\), and the single law has \(\ln\eta_b-\gamma_E/b\). Equating them,

\[
\ln\frac{\eta_b}{\eta_0}=\gamma_E\left(\frac1b-\frac1\beta\right)
=0.5772\,(0.6340-0.5000)=0.0774,
\]

so \(\eta_b=108.0\) s.

The variance result uses the independence and finite variance of \(X\), but not its normal shape. As \(\sigma\to0\), \(b\to\beta\). If instead \(\beta\sigma\gg1\), then \(b\to\pi/(\sqrt6\,\sigma)\), and the apparent slope describes the wafers rather than the breakdown process. The example lies between these limits, since the two variance parts are comparable.

The base of the logarithm matters. If 0.5 were a standard deviation of \(\log_{10}\eta\), the natural value would be \(0.5\ln10=1.151\), and the matched slope would be 0.973.

## The pool is not a Weibull population

On a Weibull plot, \(\ln[-\ln S]\) is drawn against \(\ln t\), and a Weibull law is a straight line. For the pool, \(S=E[e^{-U_y}]\) and \(dU_y/dy=\beta U_y\). The local slope is therefore

\[
m(y)=\frac{d}{dy}\ln(-\ln S)
=\beta\,\frac{E[U_ye^{-U_y}]}{E[e^{-U_y}]\,(-\ln S)} .
\]

Define \(\Lambda(s)=-\ln E[e^{-sU_y}]\). Then \(\Lambda(1)=-\ln S\), \(\Lambda'(1)=E[U_ye^{-U_y}]/E[e^{-U_y}]\), and

\[
m=\beta\,\frac{\Lambda'(1)}{\Lambda(1)} .
\]

The second derivative \(\Lambda''(s)\) is minus the variance of \(U_y\) under the weight \(e^{-sU_y}\). It is negative when \(\sigma>0\), so \(\Lambda'\) decreases with \(s\). Since \(\Lambda(0)=0\),

\[
\Lambda(1)=\int_0^1\Lambda'(s)\,ds>\Lambda'(1),
\]

and \(m<\beta\) at every finite time. Physically, the weaker wafers lose their devices first, so the survivors come increasingly from the stronger wafers. On logarithmic axes, the hazard of the pool then rises less steeply with time than it would on one wafer. In the example it is nearly flat at 100 s and is already falling at 165 s.

The early tail is where the tempting formula holds. From \(U-U^2/2\le1-e^{-U}\le U\),

\[
E[U_y]-\tfrac12E[U_y^2]\le F\le E[U_y].
\]

The two moments are \(E[U_y]=e^{\beta y+\beta^2\sigma^2/2}\) and \(E[U_y^2]=e^{2\beta y+2\beta^2\sigma^2}\). The error of \(F\approx E[U_y]\), divided by \(E[U_y]\), is thus at most

\[
\frac{E[U_y^2]}{2E[U_y]}=\frac12e^{\beta y+3\beta^2\sigma^2/2},
\]

which vanishes as \(y\to-\infty\). In the same limit \(E[U_ye^{-U_y}]\to E[U_y]\) and \(-\ln S\to F\to E[U_y]\), in the sense that their ratios tend to one. Hence \(m\to\beta\).

For the example, the local slope is 2.000 at \(F=0.01\,\%\), 1.983 at 1 %, 1.50 at 50 % and 1.14 at 90 %. It equals the matched slope at \(F=40\,\%\). The value 1.58 summarizes a curved plot and does not describe its early tail.

This matters when lifetimes are extrapolated. The matched law gives

\[
t_b(F)=\eta_b[-\ln(1-F)]^{1/b}.
\]

At \(F=1\,\%\) this is 5.85 s, while the pooled distribution gives 7.84 s. At \(F=0.01\,\%\), or 100 ppm, the values are 0.314 s and 0.779 s, so the matched law is pessimistic by a factor of 2.48. The tempting formula does well here: \(77.9\sqrt{10^{-4}}=0.779\) s. As \(F\to0\), the ratio of the pooled to the matched lifetime grows as \(F^{1/\beta-1/b}\), because \(b<\beta\).

## A different fit gives a different slope

Maximum likelihood does not match the log variance. Consider a trial Weibull law with slope \(s\) and log characteristic lifetime \(c\), measured from \(\ln\eta_0\). In a very large sample its mean log-likelihood per device is

\[
L=\ln s+s(E[y]-c)-e^{-sc}E[e^{sy}] .
\]

Setting \(\partial L/\partial c=0\) gives \(e^{sc}=E[e^{sy}]\). Setting \(\partial L/\partial s=0\) gives

\[
\frac1s+E[y]-c-E\!\left[(y-c)e^{s(y-c)}\right]=0 .
\]

By the first condition, the last expectation is \(E[ye^{sy}]/E[e^{sy}]-c\). The terms in \(c\) cancel, leaving

\[
\frac{d}{ds}\ln E[e^{sy}]=\frac1s+E[y].
\]

For the pool, \(y=X+(\ln U)/\beta\). Therefore \(E[e^{sy}]=e^{s^2\sigma^2/2}\Gamma(1+s/\beta)\) and \(E[y]=-\gamma_E/\beta\). With \(\psi\) the derivative of \(\ln\Gamma\),

\[
s\sigma^2+\frac{\psi(1+s/\beta)+\gamma_E}{\beta}=\frac1s .
\]

The solution is \(s=1.37\), compared with 1.58 from variance matching. Both numbers describe the same population, so an apparent slope should be quoted with its fitting rule.

## Scaling to a larger area

Suppose a product contains \(M\) equal, independently failing areas from the same wafer, and the first breakdown ends its life. Given \(\eta\), its survival is

\[
\left[e^{-(t/\eta)^\beta}\right]^M=\exp\!\left[-\left(\frac{t}{\eta M^{-1/\beta}}\right)^{\beta}\right].
\]

Every wafer's characteristic lifetime is divided by \(M^{1/\beta}\). The pooled distribution of \(\ln t\) moves rigidly by \(-(\ln M)/\beta\), and its variance is unchanged. For \(M=10^4\) the reduction factor is \(10^{4/2}=100\). Using the apparent slope would give \(10^{4/1.577}=344\), which is too large. That scaling reads the matched line at \(F\approx1/M\), giving \(108/344=0.314\) s, where the slope of the pool is 2 rather than 1.58. Even if every area had its own independent \(\eta\), the product would fail in the early tail, with slope \(\beta\) and characteristic lifetime \(\eta_*M^{-1/\beta}=0.779\) s, and the geometric-mean lifetime would fall by only \(100\,e^{\beta\sigma^2/2}=128\).

## A finite number of wafers

Take \(W\) wafers with \(n\) devices each, and let \(N=Wn\) and \(v=\pi^2/(6\beta^2)\). The sum of squares about the grand mean splits into two parts. The part inside wafers has expectation \(W(n-1)v\). A wafer mean has variance \(\sigma^2+v/n\), so the part between wafers has expectation \(n(W-1)(\sigma^2+v/n)\). Adding the two and dividing by \(N-1\),

\[
E[s_{\rm pool}^2]=v+\sigma^2\,\frac{n(W-1)}{N-1}.
\]

For 20 wafers of 50 devices this is \(0.4112+0.25\times950/999=0.6490\), slightly below \(V\). In 3000 simulated lots the matched slope had mean 1.60 and standard deviation 0.10. With the same 1000 devices spread over 200 wafers, the standard deviation fell to 0.05. Adding devices to the same few wafers cannot remove the uncertainty in \(\sigma\).

The data also contain the remedy. The variance about each wafer's own mean estimates \(v\) alone, provided \(\eta\) is uniform across each wafer; a thickness gradient within a wafer would lower this slope too. In the simulation with 20 wafers, its average over all lots gave a slope of 2.00; the estimate from a single lot scatters about this with a standard deviation of 0.07.

## Relation to a real oxide

The numbers are rough values for an oxide 3.0 nm thick at 398 K with 3.6 V across it, a field of 12 MV/cm. Assume that \(\ln\eta\) falls linearly with field at \(a=3\) cm/MV. At fixed voltage the field is inversely proportional to the thickness \(h\), so to first order \(\delta\ln\eta=a\mathcal E\,\delta h/h\). The value \(\sigma=0.5\) then needs a thickness spread of \(0.5/36=1.39\,\%\), or 0.042 nm. At 1.5 V the field is 5 MV/cm, and the same wafers would have \(\sigma=0.5\times5/12=0.208\) and \(b=1.90\). This transfer assumes that thickness is the sole cause of the scatter, that \(\beta\) stays at 2, and that the linear law reaches down to the use field. For oxides this thin a power law in voltage is also used, and it need not give the same transfer. Even the direction is uncertain. At 1.5 V the oxide conducts by direct tunnelling, and a WKB estimate of \(-d\ln J/dh\) rises from about 7 per nm at 3.6 V to 10 or 11 per nm at 1.5 V, depending on the oxide mass and prefactor. If breakdown came at a fixed injected charge, a 0.042 nm spread would give \(\sigma\) of only about 0.3 under stress, but \(\sigma\) would grow by a factor near 1.5 at the use voltage instead of shrinking.

Real devices can also break the assumption of one failure population. If 1 % of devices have defects that shorten life a hundredfold, the log variance rises by \(0.01\times0.99\,(\ln100)^2=0.210\), and \(b\) falls from 1.58 to 1.37. The defects then dominate the early tail, and the matched law becomes optimistic for failed fractions between about 10 ppm and 1.4 %: at 100 ppm it gives 0.13 s, while the population gives 0.078 s. At still smaller \(F\) it is pessimistic again, because \(b<\beta\). Stopping the test at 300 s leaves 2.8 % survivors, and dropping them from the data raises \(b\) to 1.65. The other effects estimated are smaller. A slope proportional to thickness gives \(b=1.572\), and a wafer-to-wafer temperature error of 1 K, with an assumed activation energy of 0.7 eV, gives 1.574. A zero-temperature Fowler–Nordheim estimate of the tunnelling current, with a barrier of 3.1 eV and an oxide mass of 0.42 electron masses, is 0.31 A/cm². It is an order-of-magnitude value: 398 K raises it by about 20 %, and a mass of 0.5 lowers it about sevenfold. Through 50 ohm and an area of \(10^{-5}\) cm² it drops 0.15 mV and raises \(b\) by 0.0006; the shift is proportional to the current, and would be 0.006 for a current ten times larger. The numerical output below lists the slopes quoted here.

## Calculated quantities

```
Weibull slope on each wafer: 2.0
Log-standard deviation between wafers (natural log): 0.50
Median characteristic lifetime: 100 s
Within-wafer variance of ln t: 0.411234
Between-wafer variance of ln t: 0.250000
Total variance of ln t, formula: 0.661234
Total variance of ln t, quadrature: 0.661234
Apparent slope, formula: 1.57724
Apparent slope, numerical matching: 1.57724
Matched characteristic lifetime: 108.04 s
Large-sample maximum-likelihood slope: 1.3705
Slope if 0.5 were a base-ten deviation: 0.9732
Local slope at F = 0.01 %: 1.9998
Local slope at F = 1 %: 1.9833
Local slope at F = 50 %: 1.5006
Local slope at F = 90 %: 1.1402
F where local slope equals apparent slope: 40.28 %
Pooled lifetime at F = 1 %: 7.8409 s
Matched-Weibull lifetime at F = 1 %: 5.8471 s
  ratio pooled/matched: 1.341
Pooled lifetime at F = 0.01 %: 0.7789 s
Matched-Weibull lifetime at F = 0.01 %: 0.3144 s
  ratio pooled/matched: 2.477
Area ratio: 10000
Lifetime reduction factor, true slope: 100.0
Lifetime reduction factor, apparent slope: 343.6
Expected sample variance, 20 wafers x 50: 0.6490
Mean simulated slope, 20 wafers x 50: 1.601
Scatter (std) of slope, 20 wafers x 50: 0.101
Scatter (std) of slope, 200 wafers x 5: 0.050
Slope from variance inside wafers, 20 x 50: 1.999
Oxide thickness: 3.0 nm
Oxide voltage under stress: 3.6 V
Oxide field under stress: 12.0 MV/cm
Field acceleration, natural log: 3.0 cm/MV
Thickness spread between wafers: 0.0417 nm
Relative thickness spread: 1.39 %
Field at use voltage 1.5 V: 5.0 MV/cm
Log-standard deviation at use field: 0.2083
Apparent slope at use field: 1.9021
Slope with 1 % defects, life 100 times shorter: 1.3741
Survivors at 300 s: 2.79 %
Slope if these survivors are dropped: 1.6548
Slope with beta proportional to thickness: 1.5717
Stress temperature: 398 K
Log-deviation from 1 K error, 0.7 eV activation: 0.0513
Slope with this temperature error: 1.5741
Tunnelling current density: 0.307 A/cm2
Charge passed in 100 s: 30.7 C/cm2
Series drop, 1e-5 cm2 and 50 ohm: 0.153 mV
Slope shift from series drop: 0.000597
```
